# How an Underestimated Kohn-Sham Gap Corrupts Computed Tunnelling Electroresistance

## What goes wrong

Suppose a density-functional calculation of a ferroelectric tunnel junction reports a conductance ratio near $10^5$ between its two polarization states. In the model below, that is the answer when the conduction edge is placed 0.75 eV too low; the correct barrier gives about $2\times10^3$. Raising the conduction edge by the missing 0.75 eV afterwards gives about $2\times10^2$, now too small. The first error is a wrong barrier. The second is charge that should not be in the film.

A small gap does not by itself produce this failure. What matters is how much of the gap error falls on the conduction edge, how high the true barrier is, and how far polarization lowers it.

Let the film occupy $0<z<d$ between electrodes 1 and 2, at zero bias. $U(z)=E_c(z)-E_F$ is the conduction edge measured from the Fermi level, $e>0$, and $P>0$ points to electrode 2. With $G_2$ and $G_1$ the conductances for $P$ toward electrodes 2 and 1,

$$\mathrm{TER}=G_2/G_1-1 .$$

## Contribution 1: the gap error

The electron and hole barriers satisfy $\phi_n+\phi_p=E_g$. If the computed gap is too small by $\Delta$ and a share $s$ of this lowers the conduction edge, then

$$\phi_n^{KS}=\phi_n-\delta,\qquad \delta=s\Delta,\qquad \phi_p^{KS}=\phi_p-(1-s)\Delta .$$

The example has a true gap of 3.2 eV, a computed gap of 1.7 eV, $s=1/2$ and $\phi_n=0.90$ eV. Hence $\delta=0.5\times1.5=0.75$ eV and $\phi_n^{KS}=0.15$ eV.

The exact Kohn-Sham gap can also be too small, so why blame the approximation? Take two equal sites with hopping $t=1$ eV and on-site repulsion $W=4$ eV. One electron has energy $E_1=-t$. Three electrons are one mobile hole, with $E_3=W-t$. For two, the covalent singlet and the symmetric doubly occupied state couple through $-2t$, so

$$E_2=\frac W2-\sqrt{\frac{W^2}{4}+4t^2}=-0.828\ \text{eV}.$$

The true gap is $E_3+E_1-2E_2=3.657$ eV. Equal site densities require equal Kohn-Sham potentials, so the exact Kohn-Sham gap is $2t=2$ eV. Its highest filled level is $E_2-E_1=0.172$ eV and its empty level is 2.172 eV, whereas adding an electron really costs $E_3-E_2=3.828$ eV.

Now set $E_F=3$ eV, between these last two values. Minimizing $E_N-NE_F$ gives $-4$, $-6.83$ and $-6$ eV for $N=1,2,3$, and zero and $-4$ eV for $N=0,4$. The system keeps two electrons, although frozen Kohn-Sham levels would hold four. The exact potential prevents this by jumping upward when charge is added. Without that jump, charge can begin to enter before $E_F$ reaches the true cost of 3.828 eV; where it begins, and how much enters, depends on the functional's level and on how fast that level rises as it fills. Likewise, the exact functional for a junction would reproduce the true density, so it could not create a spill absent from that density.

## Contribution 2: polarization

Take $P$ uniform and fixed, and the same $\phi$ at both interfaces. Without charge in the film, the displacement $\epsilon_b\mathcal E+P=\sigma$ is constant, where $\epsilon_b=\epsilon_r\epsilon_0$ is the background permittivity. Electrode 1 carries $+\sigma$ and electrode 2 carries $-\sigma$ per area.

The effective screening lengths $\lambda_i$ are defined by potential drops $\sigma\lambda_i/\epsilon_0$ in the electrodes. The field in both electrodes' screening layers points along $+z$, so potential falls along $+z$ there. With zero potential deep in both metals,

$$V(0)=-\frac{\sigma\lambda_1}{\epsilon_0},\qquad V(d)=+\frac{\sigma\lambda_2}{\epsilon_0}.$$

Inside the film, $V(d)-V(0)=-\mathcal E d=(P-\sigma)d/\epsilon_b$. Equating the two expressions for this difference and collecting $\sigma$ gives

$$\sigma=\frac{Pd}{d+\epsilon_r(\lambda_1+\lambda_2)} .$$

Since $U=\phi-eV$,

$$U(0)=\phi+\frac{e\sigma\lambda_1}{\epsilon_0},\qquad U(d)=\phi-\frac{e\sigma\lambda_2}{\epsilon_0}.$$

The edge is lowered where positive bound charge faces the electrode. It crosses $E_F$ there when

$$\boxed{\delta>\phi_n-\frac{e\sigma\lambda_2}{\epsilon_0}} .$$

For $P=20$ µC/cm², $d=3$ nm, $\epsilon_r=10$, $\lambda_1=0.005$ nm and $\lambda_2=0.03$ nm, $\sigma=20\times3/3.35=17.9$ µC/cm². The drops are 0.101 and 0.607 V, and the field magnitude is $0.708/3=0.236$ V/nm. The critical $\delta$ is therefore $0.900-0.607=0.293$ eV, or a gap error of 0.586 eV at $s=1/2$.

The computed edge at electrode 2 lies at $0.150-0.607=-0.457$ eV before any charge responds. In the nonpolar film it is at $+0.150$ eV, and for reversed polarization its lowest value is $+0.049$ eV. Checking either of those states alone would miss the failure.

Two limits help. For ideal electrodes, $\lambda_i\to0$, the drops vanish and the condition becomes $\delta>\phi_n$. For a thick film at fixed $P$, $\sigma\to P$ and the drops reach their largest values.

The valence edge has a mirror-image failure: holes enter if it rises above $E_F$. Here its highest position is $0.757-1.7=-0.943$ eV, so they do not.

## Contribution 3: the spilled charge

Let $u=-U>0$ be the depth of the edge below $E_F$. For one isotropic parabolic band at zero temperature, treated locally and with $m$ the free-electron mass, $\hbar^2k_F^2/2m=u$ and $n=k_F^3/3\pi^2$, so

$$n(u)=\frac{(2mu)^{3/2}}{3\pi^2\hbar^3}.$$

Poisson's equation for charge density $-en$ is $V''=en/\epsilon_b$. Since $u=eV-\phi$, this becomes $u''=e^2n/\epsilon_b$. Multiply by $u'$ and integrate from the crossing, where $u=0$ and $u'=F$. Because $n\propto u^{3/2}$, $\int_0^u n\,du=\tfrac25nu$, and

$$u'^2=F^2+\frac45\frac{e^2}{\epsilon_b}n(u)u .$$

The electrodes fix the two unknowns, $F$ and $u_0=u(d)$. The displacement at electrode 2 is $P-\epsilon_bu'(d)/e$, because $e\mathcal E=U'=-u'$. Therefore

$$u_0=\frac{eP\lambda_2}{\epsilon_0}-\epsilon_r\lambda_2u'(d)-\phi .$$

At electrode 1 the same argument gives $U(0)=\phi+eP\lambda_1/\epsilon_0-\epsilon_r\lambda_1F$. The edge then descends linearly to $z_c=U(0)/F$, and the rest of the film must satisfy

$$d-z_c=\int_0^{u_0}\frac{du}{\sqrt{F^2+\frac45(e^2/\epsilon_b)n(u)u}} .$$

Setting $\phi=\phi_n^{KS}$ gives $F=0.1455$ eV/nm and $u_0=0.330$ eV. With $U(0)=0.256$ eV, the crossing is at $0.256/0.1455=1.76$ nm: over 40% of the film has become conducting. Integrating $u''$ gives the sheet density

$$N=\frac{\epsilon_b}{e^2}[u'(d)-F]=2.83\times10^{13}\ \text{cm}^{-2},$$

or 4.54 µC/cm². A separate finite-difference solution of Poisson's equation gives the same $N$ to the digits shown.

The charge has lifted the edge from $-0.457$ to $-0.330$ eV. A shallow crossing in a converged calculation therefore understates the original misplacement.

Near onset the charge barely changes the slope, so $dz\simeq du/F$ and

$$N\simeq\frac1F\int_0^{u_0}n\,du=\frac25\frac{n(u_0)u_0}{F}\propto u_0^{5/2}.$$

With the unperturbed edge 0.01 eV below $E_F$, this predicts $7.70\times10^9$ cm⁻²; the numerical solution gives $7.63\times10^9$, about 1% less. This gentle onset belongs to the local, zero-temperature model. The boxed condition marks where the edge crosses $E_F$, not where a confined level fills: between hard walls the lowest level would reach $E_F$ only at $\delta\simeq0.59$ eV. Within the local model, thermal electrons at 300 K would also far outnumber the small charge just quoted; confinement would strongly suppress them.

## From barrier to conductance

For coherent tunnelling through a junction uniform in its plane, lateral momentum is conserved. With equal masses in film and leads, the transmission $T$ then depends only on the energy $E_z$ of motion along $z$. At zero temperature,

$$\frac GA=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}T(E_z),\qquad E_z=-\frac{\hbar^2k_\parallel^2}{2m},$$

with energies measured from $E_F$. Using $d^2k_\parallel=2\pi k_\parallel dk_\parallel$ and $k_\parallel dk_\parallel=(m/\hbar^2)|dE_z|$,

$$\frac GA=\frac{e^2}{h}\frac{m}{\pi\hbar^2}\int_{-E_b}^{0}T(E_z)\,dE_z ,$$

where $E_b=3$ eV is the depth of the metal band bottom.

For an intact, slowly varying barrier let $\kappa=\sqrt{2mU}/\hbar$ and let $k$ be the metal wave number. Matching value and slope at the entrance gives an intensity factor $4k^2/(k^2+\kappa_1^2)$. Propagation gives $(\kappa_1/\kappa_2)e^{-S}$, and matching at the exit gives $4\kappa_2^2/(k^2+\kappa_2^2)$. Their product is

$$T\simeq\frac{16k^2\kappa_1\kappa_2}{(k^2+\kappa_1^2)(k^2+\kappa_2^2)}e^{-S},\qquad S=2\int_0^d\kappa\,dz .$$

For a linear barrier with end heights $U_a,U_b$, changing variable from $z$ to $U$ gives

$$S=\frac{4\sqrt{2m}\,d}{3\hbar}\,\frac{U_a^{3/2}-U_b^{3/2}}{U_a-U_b}.$$

Near $E_F$ the exponential dominates the energy dependence, so the energy integral is approximately $T(E_F)/|dS/dE|$.

The correct barrier runs from 1.001 to 0.293 eV for $P$ toward 2, giving $S=24.40$, and from 0.799 to 1.507 eV for the reverse, giving $S=32.87$. The formula gives $G_2/A=0.0405$ S/cm² and $G_1/A=1.82\times10^{-5}$ S/cm². Numerical wave propagation gives 0.0477 and $1.96\times10^{-5}$, so the formula is low by 15% and 7% relative to it. The numerical values are used below; they give TER $=2.4\times10^3$.

## Weighing the errors

**Misplaced edge, no charge response.** $G_2$ rises by 8.3 decades and $G_1$ by 5.5. The errors do not cancel. While a barrier is intact, lowering it uniformly reduces $S$ at the rate $(\sqrt{2m}/\hbar)\int_0^d dz/\sqrt U$, which is larger for the lower barrier, that of $P$ toward 2. Here part of that barrier also drops below $E_F$ and stops blocking electrons. TER becomes $1.7\times10^6$.

**Spilled charge added.** By lifting the edge, it lowers $G_2$ by 1.2 decades. TER becomes $1.2\times10^5$, still 48 times the correct value. The second error partly hides the first.

**Conduction edge shifted up afterwards.** For $P$ toward 1 there was no spill in this model, and $U$ is linear in $\phi$; adding $\delta$ restores the correct one-band barrier. In a real film the valence edge must not be raised as well: it already lies too high by $(1-s)\Delta$, and the gap would stay too small. For $P$ toward 2 the shifted edge is the correct one plus the potential energy that the spurious charge produces for a tunnelling electron. This excess reaches 0.211 eV, $G_2$ is about ten times too small, and TER is 247.

The edge error is thus the larger one, but in this one-band model it can be repaired after the calculation. The charge error cannot be repaired by a rigid shift. The edge must be corrected inside the self-consistency cycle, so that the density is recalculated. Before TER is computed, the local conduction and valence edges should be compared with $E_F$ in both polarization states.

## How far to trust the numbers

The local density law is crude in a film this thin. A Schrödinger-Poisson calculation with wavefunctions forced to zero at the electrodes includes confinement, but it forbids density at the interface. It still gives a spill of $1.3\times10^{13}$ cm⁻², a computed TER of $6.6\times10^5$ and a shifted value of 477. The two treatments differ by about a factor of two in the charge, but they give the same directions of error. Both omit the evanescent tails of the metal states. These also grow when the edge is too low, even where it stays above $E_F$, so a real calculation can have a charge error in either polarization state. For free-electron metals this error can be comparable with the spill, and comparing the edges with $E_F$ does not reveal it.

The parameters are round values in the rough regime of a barium titanate junction: a film of a few nanometres, polarization of tens of µC/cm², and a gap near 3 eV that semilocal functionals underestimate by more than 1 eV. The depolarizing field, 0.236 V/nm even without spill, is severe: a real film might lose much of its polarization or split into domains, so keeping a uniform $P$ of 20 µC/cm² is an assumption. The screening lengths and barrier depend strongly on the interface. The high-resistance state is extreme: a 1 µm² device would have only about $2\times10^{-13}$ S, so leakage through defects, omitted here, could dominate it. Real titanates also break the single-band assumption; three equivalent bands raise the semiclassical spill to $4.1\times10^{13}$ cm⁻². Nor is $P$ fixed. With a rough lattice susceptibility of 50, the field change caused by the spill would alter the film average of $P$ by only about 1.8 µC/cm², or 9%, but this average hides opposite local changes. At electrode 2 the field magnitude rises from 0.236 to about 0.66 V/nm, which in the same linear estimate would remove about 19 µC/cm², nearly all of $P$. That overstates the loss, because a real lattice would respond as the charge enters, screening it, limiting the rise in field and admitting more charge. The size of the spill and of its effect on TER therefore holds only for the fixed-$P$ model. Thermal smearing of the tunnelling electrons at 300 K moves the correct TER to $2.9\times10^3$, and a uniform image-force lowering of 0.067 eV moves the zero-temperature value to $3.3\times10^3$. That lowering is the mid-film value for a high-frequency dielectric constant of 5, and it is the smallest in the film; the full position-dependent image potential gives about $3.4$ to $4.0\times10^3$, depending on how it is cut off at the interfaces. These last two shifts are small beside the factor of 48, but the TER values remain model results, not device predictions. The decay law is a further limit. A barrier of 1.5 eV lies near the middle of a 3.2 eV gap, where the valence band slows the decay. The simple two-band form $\kappa^2=2mU(1-U/E_g)/\hbar^2$ would lower the correct TER by more than a factor of ten, and a lighter film mass would also lower it strongly. The main one-band values are in the numerical output.

## Numbers as computed

```
Two-site model: hopping 1.0 eV, repulsion 4.0 eV
  true gap 3.657 eV, exact KS gap 2.000 eV
  KS LUMO 2.172 eV, -affinity 3.828 eV
  E_F 3.000 eV: electrons true 2, frozen levels 4
Film: d 3.0 nm, P 20 uC/cm2, eps_r 10, mass 1 m_e
  lam1 0.005 nm, lam2 0.03 nm, metal depth 3.0 eV
  gap true 3.2 eV, KS 1.7 eV, conduction share 0.5
  delta 0.75 eV, phi true 0.90 eV, KS 0.15 eV
Screening charge sigma 17.91 uC/cm2
Interface drops: 0.1011 V at 1, 0.6068 V at 2
Field without spill 2.360 MV/cm
Critical delta 0.293 eV, critical gap error 0.586 eV
Conduction edge minus E_F at electrodes 1, 2 (eV):
  true, P to 2: 1.001, 0.293
  true, P to 1: 0.799, 1.507
  KS frozen, P to 2: 0.251, -0.457
  KS self-cons., P to 2: 0.256, -0.330
  KS, P to 1: 0.049, 0.757
  KS nonpolar: 0.150, 0.150
Onset test, 0.01 eV past: N 7.629e+09 cm^-2, formula 7.698e+09
Spill N 2.833e+13 cm^-2 = 4.54 uC/cm2
  first integral N 2.833e+13 cm^-2, u0 0.3302 eV
  E_F crossing at 1.757 nm, barrier field 1.455 MV/cm
  density at electrode 2: 8.617e+20 cm^-3
True, P to 2: S 24.40, T formula 4.993e-11, numerical 5.173e-11
  G formula 4.053e-02 S/cm2
True, P to 1: S 32.87, T formula 1.628e-14, numerical 1.636e-14
  G formula 1.818e-05 S/cm2
G true: 4.768e-02 (to 2), 1.962e-05 (to 1) S/cm2
G KS: 6.787e+05 (to 2), 5.869e+00 (to 1) S/cm2
G KS frozen, to 2: 1.020e+07 S/cm2
G KS shifted afterwards, to 2: 4.866e-03 S/cm2
TER true 2.430e+03, KS self-consistent 1.156e+05
TER KS frozen 1.738e+06, shifted afterwards 2.471e+02
Largest residual barrier error after shift 0.211 eV
Neglected effects:
  hard-wall spill 1.293e+13 cm^-2, level -0.0310 eV
  hard-wall TER: KS 6.568e+05, shifted 4.766e+02
  hard-wall spill, normal mass 4 m_e: 2.417e+13 cm^-2
  semiclassical spill, threefold band: 4.094e+13 cm^-2
  TER at 300 K: true 2.949e+03, KS 2.567e+05
  image lowering 0.067 eV (eps 5), true TER then 3.254e+03
  P response to field change 1.80 uC/cm2 (chi 50)
```
